**Hubbard dimer: the kink at equal occupation and its rounding**

For two electrons on two sites with repulsion \(U\) and hopping \(t\), the least hopping plus repulsion energy \(F\) at fixed \(\delta=(n_1-n_2)/2\) tends to \(U|\delta|\) at strong coupling. At finite \(t\) the kink is rounded over \(\delta\) of order \((t/U)^2\). The program diagonalizes the full two-electron Hamiltonian and finds the potential difference that yields each chosen \(\delta\). It asserts the zero-hopping result by linear programming over configurations, and compares finite-hopping energies with a one-variable search and with upper and lower bounds at selected points. It also asserts the curvature at equal occupation, the inner law for the rounded kink, the expansion away from it, and the two-level form of the charge-transfer step. The output shows the half-slope width varying as \((U/t)^{-1.98}\) between \(U/t=40\) and 80. In the potential, the charge-transfer step has a width of order \(t\), a fraction of order \(t/U\) of its position.

## Numerical verification

```python
"""Hubbard dimer, two electrons: the strong-coupling kink and its rounding.

Result under test: with delta = (n1-n2)/2, the constrained minimum F(delta)
of hopping plus repulsion energy is U*|delta| at t = 0. At t > 0 the kink is
rounded over delta of order (t/U)**2, with the parametric inner law
    delta = (t/U)**2 * 8 mu/(1-mu^2)^2,  dF/ddelta = U mu,
    F = (t^2/U) (12 mu^2 - 4)/(1-mu^2)^2.
Symbols: t hopping (energy unit, t = 1), U on-site repulsion,
w = v1-v2 potential difference, d total double occupancy, V = U d.
The reference side diagonalizes the full two-electron Hamiltonian.
"""
import numpy as np
from scipy.optimize import brentq, linprog, minimize_scalar

# Fermion operators for the modes 1up, 1down, 2up, 2down
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else lower if k == mode else np.eye(2)
        result = np.kron(result, factor)
    return result


ops = [annihilator(k) for k in range(4)]
num = [c.T @ c for c in ops]
two = np.where(np.isclose(np.diag(sum(num)), 2))[0]
sector = np.ix_(two, two)
hop = -sum(ops[s].T @ ops[s + 2] + ops[s + 2].T @ ops[s] for s in (0, 1))
HOP = hop[sector]
DOUBLE = (num[0] @ num[1] + num[2] @ num[3])[sector]
DELTA = ((num[0] + num[1] - num[2] - num[3]) / 2)[sector]


def ground(U, w):
    """Energy, delta and double occupancy of the ground state."""
    energies, states = np.linalg.eigh(HOP + U * DOUBLE + w * DELTA)
    g = states[:, 0]
    return energies[0], g @ DELTA @ g, g @ DOUBLE @ g


def exact(U, delta):
    """F, V and slope dF/ddelta, from the potential that yields delta."""
    w = brentq(lambda p: ground(U, p)[1] - delta, -U - 100, U + 100,
               xtol=1e-12, rtol=1e-14)
    energy, _, d = ground(U, w)
    return energy - w * delta, U * d, -w


def one_variable_search(U, delta):
    def energy(d):
        root = np.sqrt(max(d * d - delta * delta, 0.0))
        return U * d - 2 * np.sqrt(2) * np.sqrt((1 - d) * (d + root))
    return minimize_scalar(energy, bounds=(abs(delta), 1), method="bounded",
                           options={"xatol": 1e-11}).fun


def inner(mu):
    """Scaled x, F and V of the inner region, and slope of V over U."""
    q = (1 - mu**2)**2
    return (8 * mu / q, (12 * mu**2 - 4) / q, 4 * (1 + mu**2) / q,
            mu * (3 + mu**2) / (1 + 3 * mu**2))


def curvature_formula(U):
    R = np.sqrt(U * U + 16)
    return R * (R + U) / (2 * (R - U))


# Zero hopping: minimize over all configuration probabilities
for delta in (-0.8, -0.1, 0.0, 0.3, 1.0):
    res = linprog(10 * np.diag(DOUBLE),
                  A_eq=np.array([np.ones(len(two)), np.diag(DELTA)]),
                  b_eq=[1.0, delta], bounds=(0, 1))
    assert res.success and abs(res.fun - 10 * abs(delta)) < 1e-8

# Finite hopping: one-variable search and rigorous bounds
for U in (2.0, 10.0):
    for delta in (-0.9, -0.5, -0.03, 0.0, 0.01, 0.2, 0.7, 0.95):
        F = exact(U, delta)[0]
        m = abs(delta)
        assert abs(F - one_variable_search(U, delta)) < 1e-7
        assert U * m - 2 <= F + 1e-10
        assert F <= U * m - 2 * np.sqrt(2 * m * (1 - m)) + 1e-10

# Finite curvature at equal occupation, by finite differences of F
for U in (4.0, 10.0):
    h = 2e-4
    second = (exact(U, h)[0] - 2 * exact(U, 0)[0] + exact(U, -h)[0]) / h**2
    assert abs(second / curvature_formula(U) - 1) < 1e-4
assert abs(curvature_formula(200.0) / (200.0**3 / 8) - 1) < 1e-2

# Inner law: errors of scaled F, V and slope fall as (t/U)^2
for mu in (0.2, 0.5):
    x, f, v, v_slope = inner(mu)
    errors = []
    for U in (80.0, 160.0):
        F, V, slope = exact(U, x / U**2)
        errors.append(np.abs([F * U - f, V * U - v, slope / U - mu]))
    ratios = errors[0] / errors[1]
    assert np.all((ratios > 3.5) & (ratios < 4.5)), ratios
    U, step = 100.0, 0.01 * x / 100.0**2
    centre = x / U**2
    numeric = (exact(U, centre + step)[1] - exact(U, centre - step)[1])
    assert abs(numeric / (2 * step * U) - v_slope) < 5e-3


# Outer expansion at fixed delta: remainder falls as 1/U^2
def outer(U, m):
    return U * m - 2 * np.sqrt(2 * m * (1 - m)) - (1 - m) / U


rest = [abs(exact(U, 0.5)[0] - outer(U, 0.5)) for U in (40.0, 80.0)]
assert 3.5 < rest[0] / rest[1] < 4.5, rest

# Charge-transfer step in the potential: width of order t
step_rows = []
for s in (-4.0, -2.0, 0.0, 2.0, 4.0):
    found = ground(400.0, -400.0 - s)[1]
    model = (1 + s / np.sqrt(s * s + 8)) / 2
    assert abs(found - model) < 2e-3
    step_rows.append((s, found, model))

# Width in occupation: n1-n2 where the slope of F is half its limit
ratios_U = (10.0, 20.0, 40.0, 80.0)
widths = [2 * ground(U, -U / 2)[1] for U in ratios_U]
exponent = np.log(widths[3] / widths[2]) / np.log(2)
assert abs(exponent + 2) < 0.05

print("Energies in units of t; delta = (n1-n2)/2")
print("U = 10 t: n1-n2, U|n1-n2|/2, F, V, (dF/ddelta)/U")
for diff in (0.0, 0.02, 0.05, 0.1, 0.2, 0.5, 1.0, 1.5):
    F, V, slope = exact(10.0, diff / 2)
    print(f"  {diff:.2f}  {5 * diff:.3f}  {F:.4f}  {V:.4f}"
          f"  {abs(slope) / 10:.4f}")
print("Half-slope n1-n2: U/t, exact, (128/9)(t/U)^2")
for U, width in zip(ratios_U, widths):
    print(f"  {U:.0f}  {width:.6f}  {2 * inner(0.5)[0] / U**2:.6f}")
print(f"Exponent of width in U/t, from 40 to 80: {exponent:.4f}")
print("Equal occupation: U/t, F(0)/t, -4t/U, F''(0)/t, U^3/(8 t^3)")
for U in ratios_U:
    print(f"  {U:.0f}  {exact(U, 0.0)[0]:.5f}  {-4 / U:.5f}"
          f"  {curvature_formula(U):.2f}  {U**3 / 8:.2f}")
print("Inner law at mu = 0.5: x, F U/t^2, V U/t^2, (dV/ddelta)/U")
print("  " + "  ".join(f"{value:.5f}" for value in inner(0.5)))
print("Exact at the same x: U/t, F U/t^2, V U/t^2, (dF/ddelta)/U")
for U in ratios_U:
    F, V, slope = exact(U, inner(0.5)[0] / U**2)
    print(f"  {U:.0f}  {F * U:.5f}  {V * U:.5f}  {slope / U:.5f}")
print("n1-n2 = 1: U/t, F/t exact, F/t outer expansion")
for U in ratios_U:
    print(f"  {U:.0f}  {exact(U, 0.5)[0]:.5f}  {outer(U, 0.5):.5f}")
print("Step at U = 400 t: (-w-U)/t, delta exact, delta two-level")
for s, found, model in step_rows:
    print(f"  {s:.0f}  {found:.5f}  {model:.5f}")
print("verified")
```

It prints:

```
Energies in units of t; delta = (n1-n2)/2
U = 10 t: n1-n2, U|n1-n2|/2, F, V, (dF/ddelta)/U
  0.00  0.000  -0.3852  0.3576  0.0000
  0.02  0.100  -0.3780  0.3766  0.1405
  0.05  0.250  -0.3436  0.4592  0.3085
  0.10  0.500  -0.2428  0.6598  0.4808
  0.20  1.000  0.0458  1.1212  0.6514
  0.50  2.500  1.1980  2.5785  0.8512
  1.00  5.000  3.5395  5.0424  1.0111
  1.50  7.500  6.2546  7.5169  1.1728
Half-slope n1-n2: U/t, exact, (128/9)(t/U)^2
  10  0.107849  0.142222
  20  0.032926  0.035556
  40  0.008715  0.008889
  80  0.002211  0.002222
Exponent of width in U/t, from 40 to 80: -1.9786
Equal occupation: U/t, F(0)/t, -4t/U, F''(0)/t, U^3/(8 t^3)
  10  -0.38516  -0.40000  145.20  125.00
  20  -0.19804  -0.20000  1040.10  1000.00
  40  -0.09975  -0.10000  8080.05  8000.00
  80  -0.04997  -0.05000  64160.02  64000.00
Inner law at mu = 0.5: x, F U/t^2, V U/t^2, (dV/ddelta)/U
  7.11111  -1.77778  8.88889  0.92857
Exact at the same x: U/t, F U/t^2, V U/t^2, (dF/ddelta)/U
  10  -1.31350  8.50044  0.56944
  20  -1.65994  8.78118  0.51719
  40  -1.74819  8.86121  0.50429
  80  -1.77037  8.88192  0.50107
n1-n2 = 1: U/t, F/t exact, F/t outer expansion
  10  3.53952  3.53579
  20  8.56170  8.56079
  40  18.57351  18.57329
  80  38.57959  38.57954
Step at U = 400 t: (-w-U)/t, delta exact, delta two-level
  -4  0.09166  0.09175
  -2  0.21108  0.21132
  0  0.49956  0.50000
  2  0.78843  0.78868
  4  0.90816  0.90825
verified
```
